# Terrace areas in a lamellar film with antisymmetric wetting

## The problem

A diblock copolymer has two chemically different blocks, A and B, joined end to end. In a thin film it forms flat layers, or lamellae, parallel to the substrate. One period \(L_0\) is the thickness after which the layer sequence repeats in an unstrained bulk sample.

The film lies on a flat substrate that A wets. Its upper surface is free, and B wets the air. This is antisymmetric wetting: opposite blocks sit at the two boundaries. The film is spun to a mean thickness \(\bar h=1.3\,L_0\) and then annealed, so that the polymer can flow sideways. It breaks up into flat terraces.

1. Which terrace heights are possible without straining the lamellae?
2. If the terraces have just the two possible heights nearest to \(\bar h\), one below and one above, what fraction of the area does each cover?
3. Why should a uniform film give way to terraces, and how wide must the terraces be for this to pay?

Assume that the density is constant and that no polymer is lost. The wetting preferences are strong enough to keep the lamellae parallel and the end blocks in place, and no bare substrate appears. Terrace edges are first treated as vertical; their real width is restored later.

For numbers, take \(L_0=30\) nm, so that \(\bar h=1.3\times30=39\) nm. Take an A/B interfacial tension \(\gamma=1\) mN/m and a polymer surface tension \(\gamma_s=30\) mN/m. These are rough values typical of polystyrene-*block*-poly(methyl methacrylate), PS-b-PMMA, on oxidized silicon.

## A first estimate by scaling

**Heights.** The thinnest film with A below and B above is a single layer of upright molecules. A full period contains two such layers, back to back, so a single layer is half a period thick. Adding a full period restores the same block at the surface. The heights should therefore be \(0.5L_0\), \(1.5L_0\), \(2.5L_0\), and so on.

**Area.** The mean thickness falls short of the nearest height, \(1.5L_0\), by \(0.2L_0\). Low regions make up this shortfall, and each unit of low area saves a thickness of order \(L_0\). The low fraction \(\varphi\) is then

\[
\varphi\sim\frac{0.2L_0}{L_0}=0.2 .
\]

Most of the film should be high. Scaling by itself does not fix the numerical factor in front.

**Energy.** A uniform film that keeps the layer sequence of the \(1.5L_0\) film must compress it by a relative strain

\[
\epsilon=\frac{1.3-1.5}{1.5}=-0.133 .
\]

The natural period is an energy minimum, so the cost begins at order \(\epsilon^2\). The film holds about \(\bar h/L_0\) periods, and each has an energy per area of order \(\gamma\). The excess energy per area is thus

\[
\Delta F\sim\gamma\,\frac{\bar h}{L_0}\,\epsilon^2
=1.3\times0.0178\,\gamma=0.023\,\gamma .
\]

**Width.** A terrace edge costs an energy per length \(\tau\). With \(\gamma\) and \(L_0\) as the scales, \(\tau\sim\gamma L_0\). For low regions of diameter \(D\), the edge cost per area is of order \(\tau/D\). It equals the strain energy saved when

\[
D\sim\frac{\tau}{\Delta F}\sim\frac{L_0}{0.023}\approx1.3\ \mu\text{m}.
\]

## The solution

### Allowed heights

Let \(z\) be the height above the substrate and \(L\) the actual period in the film, which may differ from \(L_0\). Describe the layer sequence by the composition wave \(\cos(2\pi z/L)\), positive where A is in the majority and negative where B is. The real profile may have sharper interfaces, but it has the same symmetry.

At the substrate, \(z=0\), the wave is \(+1\), the middle of an A domain. At the free surface, \(z=h\), it must be \(-1\), the middle of a B domain:

\[
\cos\frac{2\pi h}{L}=-1
\quad\Rightarrow\quad
\frac{2\pi h}{L}=(2n+1)\pi
\quad\Rightarrow\quad
h=\left(n+\tfrac12\right)L,
\]

with \(n=0,1,2,\dots\). An unstrained film has \(L=L_0\), so its possible heights are

\[
h_n=\left(n+\tfrac12\right)L_0 .
\]

The two that bracket \(1.3L_0\) are \(h_0=0.5L_0\) and \(h_1=1.5L_0\), or 15 nm and 45 nm.

The wave changes sign at \(z=L/4,\,3L/4,\dots\), once in every half period. A film of height \((n+\tfrac12)L\) contains \(2n+1\) half periods and therefore \(2n+1\) internal A/B interfaces. This count is needed for the energy.

### Volume conservation

Let \(S\) be the total area and \(f\) the fraction covered by high terraces. The low terraces cover \(1-f\). At constant density, conservation of polymer is conservation of volume:

\[
\bar h\,S=h_1\,fS+h_0\,(1-f)S .
\]

Divide by \(S\) and collect the terms in \(f\):

\[
\bar h=h_0+f\,(h_1-h_0)
\quad\Rightarrow\quad
f=\frac{\bar h-h_0}{h_1-h_0}.
\]

With the heights of this film,

\[
f=\frac{1.3-0.5}{1.5-0.5}=0.80,\qquad 1-f=0.20 .
\]

The \(1.5L_0\) terraces cover 80 percent of the area and the \(0.5L_0\) terraces cover 20 percent. Putting the fractions back gives \(0.8\times1.5+0.2\times0.5=1.2+0.1=1.3\), as required.

These are shares of area. The share of polymer held in the high terraces is larger, \(1.2/1.3=92.3\) percent, because each unit of high area holds three times as much material as a unit of low area.

For a general mean thickness between \(h_n\) and \(h_{n+1}\), the same steps give

\[
f=\frac{\bar h}{L_0}-n-\frac12 .
\]

The higher terrace vanishes as \(\bar h\to h_n\) and fills the film as \(\bar h\to h_{n+1}\). At \(\bar h=L_0\) the two heights share the area equally. At \(\bar h=0.7L_0\) the proportions of our film are reversed: 20 percent is high and 80 percent is low.

Wetting matters as much as thickness. If the same block wetted both boundaries, the wave would have to return to \(+1\) at the surface, and the unstrained heights would be whole multiples of \(L_0\). A film of mean thickness \(1.3L_0\) would then divide between \(L_0\) and \(2L_0\), with \((1.3-1)/(2-1)=30\) percent of its area at the greater height.

### What volume conservation leaves open

The restriction to two neighbouring heights was given in the question. Volume conservation does not imply it. Terraces of \(0.5L_0\) and \(2.5L_0\) would also conserve volume, with

\[
\frac{1.3-0.5}{2.5-0.5}=0.40
\]

of the area at \(2.5L_0\).

Something can still be said if every allowed height is admitted. Let \(f_n\) be the area fraction at \(h_n\). Since \(\sum_n f_n=1\),

\[
1.3=\sum_n\left(n+\tfrac12\right)f_n=\sum_n n f_n+\tfrac12
\quad\Rightarrow\quad
\sum_n n f_n=0.8 .
\]

The area at \(1.5L_0\) or higher is \(\sum_{n\ge1}f_n\). Every \(n\) in this sum is at least 1, so

\[
\sum_{n\ge1}f_n\le\sum_{n\ge1}n f_n=0.8 .
\]

Equality requires that no area has \(n\ge2\). Thus 80 percent is the largest area that can stand at \(1.5L_0\) or above, and it is reached when no terrace is higher than \(1.5L_0\). Any taller terrace enlarges the low area beyond 20 percent.

### Why the uniform film gives way

Two energies set the period. Each A/B interface costs \(\gamma\) per area, which favours few interfaces and a large \(L\). The chains must stretch to span their layers, which favours a small \(L\). In the strong-stretching model, the stretching energy per volume is \(KL^2\), with \(K\) a constant of the material.

A bulk sample has two interfaces per period, so its energy per volume is \(2\gamma/L+KL^2\). Its minimum lies at the natural period:

\[
-\frac{2\gamma}{L_0^2}+2KL_0=0
\quad\Rightarrow\quad
K=\frac{\gamma}{L_0^3}.
\]

A film of height \(h\) with \(2n+1\) interfaces then has the energy per area

\[
F_n(h)=\gamma\left[(2n+1)+\frac{hL^2}{L_0^3}\right],
\qquad L=\frac{h}{n+\frac12}.
\]

The energies of the substrate contact and the free surface are left out. The same blocks occupy these boundaries in every terrace, so for flat terraces they add the same constant per area.

Let \(x=L/L_0\). Because \(2n+1=2h/L=2h/(xL_0)\),

\[
F_n=\frac{\gamma h}{L_0}\left(\frac2x+x^2\right).
\]

The bracket is smallest at \(x=1\), where it equals 3, as this factorization shows:

\[
\frac2x+x^2-3=\frac{x^3-3x+2}{x}=\frac{(x-1)^2(x+2)}{x}\ge0 .
\]

Every part of the film therefore obeys \(F\ge3\gamma h/L_0\), with equality only at an allowed height. Averaging over the area, and using the fixed mean of \(h\), gives

\[
\bar F\ge\frac{3\gamma\bar h}{L_0}=3.9\,\gamma .
\]

The terraced film reaches this bound. Its two heights have \(F=3\times1.5\gamma=4.5\gamma\) and \(F=3\times0.5\gamma=1.5\gamma\), so \(\bar F=0.8\times4.5\gamma+0.2\times1.5\gamma=3.9\gamma\).

The uniform film cannot reach it. With \(n=1\), its period is compressed to \(x=1.3/1.5=0.867\), and

\[
F_1=\gamma\left[3+1.3\times\left(\frac{1.3}{1.5}\right)^2\right]=3.9764\,\gamma .
\]

The other layer numbers are worse. For \(n=0\), \(x=2.6\) and \(F_0=\gamma(1+1.3\times6.76)=9.8\gamma\). For \(n\ge2\), the interfaces alone cost at least \(5\gamma\). Terracing therefore releases

\[
\Delta F=(3.9764-3.9000)\,\gamma=0.0764\,\gamma=0.0764\ \text{mN/m}.
\]

The bound is reached by any mixture of allowed heights, including the one with \(2.5L_0\) terraces. At this level the model does not choose between them. Edges give one reason to expect neighbouring heights. A gentle slope of height \(H\) and width \(w\) has an extra surface length of about \(H^2/2w\), so a double step costs four times as much extra surface as a single step of the same width and length. This is an argument of plausibility, since the widths and total lengths of the edges may differ too.

### How wide the terraces must be

Suppose the low regions are round holes of diameter \(D\), with \(\nu\) holes per area. They cover \(\varphi=\nu\pi D^2/4\), and their edge length per area is

\[
\nu\pi D=\frac{4\varphi}{D}.
\]

Take edges of width \(w=150\) nm. The sloping surface is longer than its flat projection by

\[
\sqrt{w^2+L_0^2}-w=\sqrt{150^2+30^2}-150=2.97\ \text{nm}.
\]

Multiplied by \(\gamma_s=30\) mN/m, this gives 89 pN. The layers that end inside the edge form a defect, whose energy per length is taken as \(\gamma L_0=30\) pN, an order of magnitude only. Together \(\tau\approx119\) pN. Terracing pays when \(4\varphi\tau/D<\Delta F\), or

\[
D>\frac{4\varphi\tau}{\Delta F}
=\frac{4\times0.2\times119\times10^{-12}\ \text{N}}{7.64\times10^{-5}\ \text{N/m}}
\approx1.2\ \mu\text{m}.
\]

This compares the finished pattern with the uniform film, at fixed \(w\) and fixed hole coverage. Smaller holes can pay at a lower coverage, where the terraces stay partly strained: the break-even diameter is about 0.8 µm at 10 percent coverage and about 0.65 µm at 5 percent. The comparison does not describe how the first hole opens.

The strong-stretching model also has a limit here. It holds when \(\chi N\) is large, where \(\chi\) measures the repulsion between A and B units and \(N\) is the number of units per chain. PS-b-PMMA with a period near 30 nm is only moderately segregated, with \(\chi N\) roughly 25. Self-consistent field theory for a symmetric diblock at that value gives an energy gain of about \(0.05\gamma\) instead of \(0.076\gamma\), with \(\gamma\) taken as the interfacial tension of long chains. If that tension is 1 mN/m, the break-even diameter at 20 percent coverage rises to about 1.8 µm. The value of \(\gamma\) is itself uncertain by a factor of two: for \(\chi\approx0.037\) the long-chain formula gives about 2 mN/m, and the diameter is then about 1.2 µm. The allowed heights and area fractions do not change as long as the boundaries only fix which block sits there. Wetting forces that reach into the film shift them, by an amount that depends on the profile of the force. Take, in the same theory, forces at both boundaries that favour the wetting block by about 1 mN/m. A Gaussian profile \(e^{-z^2/\lambda^2}\) with \(\lambda=2\) nm raises both heights by about \(0.01L_0\) and lowers the high area to about 79 percent. An exponential profile \(e^{-z/\lambda}\) with the same \(\lambda\) reaches farther, raises both heights by \(0.04\) to \(0.05L_0\), and lowers the high area to about 75 percent.

## Comparing the estimate with the solution

For the area, the scaling estimate gave the right number. Its unknown factor is 1 because neighbouring heights differ by one full period: a shortfall of \(0.2L_0\), made up in steps of \(L_0\), needs 20 percent of the area.

For the energy, the estimate of \(0.023\gamma\) is too small by a factor of 3.3. Setting \(x=1+\epsilon\) shows where most of this comes from:

\[
\frac2x+x^2-3=3\epsilon^2-2\epsilon^3+\dots
\]

The leading coefficient is 3, not 1. For a compressed film \(\epsilon\) is negative, so the cubic term adds to the cost and accounts for most of the remainder.

For the hole diameter, 1.3 µm and 1.2 µm agree by accident. The estimate left out the factor \(4\varphi=0.8\), took an edge energy too small by a factor of 4.0, and used an energy gain too small by a factor of 3.3. These errors nearly cancel, since \(0.8\times4.0/3.3\approx1\). With a steeper edge or another coverage they need not.

## The film in practice

**Sloping edges.** Consider holes of mid-height radius \(R=2\) µm, well above the break-even size. If the edge is a straight ramp, the radius at relative height \(s\) within the step is \(R+w(s-\tfrac12)\), with \(s\) running from 0 to 1. The volume missing from the high terrace is

\[
V=L_0\int_0^1\pi\left[R+w\left(s-\tfrac12\right)\right]^2ds
=\pi L_0\left(R^2+\frac{w^2}{12}\right).
\]

The term linear in \(w\) integrates to zero, and \(\int_0^1(s-\tfrac12)^2ds=1/12\). The correction relative to \(R^2\) is \(w^2/12R^2\approx0.0005\), so, with the terraces held at 15 nm and 45 nm, the area outside the mid-height contours stays at 80.0 percent. The flat areas change more: 78.5 percent is flat and high, 18.5 percent is flat and low, and 3.0 percent is slope. A measured coverage therefore depends on where the edge is drawn.

**Edge tension.** The terraces do not stay exactly at these heights. The edge energy tends to shrink each hole, with a strength \(\tau/R\approx0.06\gamma\) for \(R=2\) µm, comparable to \(\Delta F\). Minimizing strain energy plus edge energy, at a fixed number of holes and fixed \(w\), gives heights of about 15.3 nm and 44.3 nm and a high area of about 81.8 percent for \(R=2\) µm, and about 80.4 percent for \(R=10\) µm. These numbers are as rough as \(\tau\) itself. The value of 80 percent is the limit of wide terraces.

**Van der Waals forces.** These add an energy per area \(\pm A_H/(12\pi h^2)\), where \(A_H\) is the Hamaker constant, roughly \(10^{-19}\) J in size. The sign depends on the substrate. Two terraces that exchange polymer are in balance when \(dF/dh\) and \(F-h\,dF/dh\) are the same in both. Solving these two conditions numerically moves each height by less than 0.1 nm, and the high area becomes 80.1 percent for the plus sign or 79.9 percent for the minus sign. This is a balance between the two heights of the problem only. For the minus sign, and with edge costs left out, a mixture of terraces near \(0.5L_0\) and \(2.5L_0\) would be lower in energy by about \(0.004\gamma\).

**Thickness and period.** Errors in these matter more. If the mean thickness is really 40 nm, the high area is \(40/30-0.5=83.3\) percent. If instead the period is 31 nm and the mean stays at 39 nm, it is \(39/31-0.5=75.8\) percent. An error of 1 nm thus shifts the coverage by three or four percentage points.

**The real material.** In PS-b-PMMA on oxidized silicon, PMMA prefers the oxide and PS usually prefers the air, which is the antisymmetric case. A period near 30 nm is ordinary for this copolymer. The assumption most at risk is strong wetting at the free surface, because the surface tensions of PS and PMMA are close at annealing temperatures. If the preference is lost, lamellae may stand upright. The film then has no set of preferred heights, and the 80 percent result does not apply. Where the lamellae do lie flat with antisymmetric wetting, a film meant to be free of terraces should be spun to an allowed height. The nearest one here is 45 nm, 6 nm more than the film in the problem.

Numerical values quoted here were computed with a short program.
